**Thermal Coulomb enhancement of direct multiphonon capture**

The program tests the law $c=c_0\langle s\rangle\to4c_0\sqrt{\pi\theta}$, where $c$ is the capture coefficient, $c_0$ its value without Coulomb enhancement, $s$ the relative contact density and $\theta=Z^2R/(k_BT)$. Here $Z$ is the charge number of the centre and $R$ the effective Rydberg. It asserts that the contact formula agrees with direct integration of the radial equation, and that a thermal average built from integrated waves reproduces the law at $\theta=4$. Further assertions cover the two-sided bounds, the saddle estimate of the excess, the loss of $1/k$ growth under short screening, the first phonon correction and the acoustic energy-loss length. For the silicon example the enhancement falls from 30.5 at 20 K to 21.6 at 40 K, a logarithmic slope of $-0.500$. The modelled energy dependence of the short-range rate changes this slope to $-0.538$. The output also gives a rough cascade cross-section, which exceeds the direct one at 20 K and falls below it at 300 K.

## Numerical verification

```python
"""
Result under test: direct multiphonon capture by an attractive Coulomb centre.
The contact enhancement s(k) = y/(1-exp(-y)), y = 2 pi Z/(k a), has the thermal
average <s> -> 4 sqrt(pi theta), theta = Z^2 R/(kB T), so the capture
coefficient c = c0 <s> grows as T^(-1/2) at low temperature.
Z: charge number of the centre; a: effective Bohr radius; R: effective Rydberg;
k: carrier wavenumber; c0: capture coefficient without Coulomb enhancement.
Radial tests use a as the unit of length. Physical numbers are evaluated in SI,
where the Gaussian e^2 is e^2/(4 pi epsilon_0).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm


def contact_formula(k, charge=1.0):
    y = 2*np.pi*charge/k
    return y/(-np.expm1(-y))


def radial_solution(k, charge=1.0, screening=np.inf, r_end=None):
    """Integrate the s-wave equation with u(0)=0, u'(0)=1; return u, u' at r_end."""
    if r_end is None:
        r_end = 400.0 if k < 0.5 else 100.0

    def rhs(r, y):
        return [y[1], -(k*k + 2*charge*np.exp(-r/screening)/r)*y[0]]

    r0 = 1e-6
    sol = solve_ivp(rhs, (r0, r_end), [r0 - charge*r0**2, 1 - 2*charge*r0],
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert sol.success
    return r_end, sol.y[0, -1], sol.y[1, -1]


def contact_numeric(k, charge=1.0, screening=np.inf):
    """Contact density from the distant amplitude of the integrated wave."""
    r, u, du = radial_solution(k, charge, screening)
    tail = np.exp(-r/screening)
    local_k = np.sqrt(k*k + 2*charge*tail/r)
    slope_k = -charge*tail*(1/r**2 + 1/(r*screening))/local_k
    quadrature_part = (du + slope_k*u/(2*local_k))/local_k
    amplitude_squared = local_k/k*(u*u + quadrature_part**2)
    return 1/(k*k*amplitude_squared)


def wave_integral(r, k):
    """Regular Coulomb wave from its integral form, with t = tanh(w)."""
    eta = 1/k
    w = np.linspace(-25, 25, 10001)
    values = np.cos(k*r*np.tanh(w) + 2*eta*w)/np.cosh(w)**2
    integral = np.sum(values)*(w[1] - w[0])
    return r*np.sinh(np.pi*eta)/(2*np.pi*eta)*integral


def thermal_average(theta, gamma=0.0):
    """Maxwell average of s exp(-gamma E/(kB T)); z^2 = E/(kB T)."""
    def integrand(z):
        return z*z*np.exp(-(1 + gamma)*z*z)*contact_formula(z/np.sqrt(theta))
    return 4/np.sqrt(np.pi)*quad(integrand, 0, 12, epsabs=1e-12,
                                 epsrel=1e-11, limit=300)[0]


def relative_excess(theta):
    """Relative amount by which <s> exceeds 4 sqrt(pi theta)."""
    x0 = (np.pi**2*theta)**(1/3)

    def integrand(x):
        y = 2*np.pi*np.sqrt(theta/x)
        return np.exp(-x - y)/(-np.expm1(-y))
    return quad(integrand, 0, 100, points=[x0, 4*x0], epsabs=0,
                epsrel=1e-9, limit=300)[0]


# Contact factor and integral solution against direct radial integration
contact_errors = []
for k_test, z_test in [(0.3, 1), (1.0, 1), (1.0, 2), (3.0, 1)]:
    numeric = contact_numeric(k_test, z_test)
    contact_errors.append(abs(numeric/contact_formula(k_test, z_test) - 1))
assert max(contact_errors) < 2e-4
for k_test in (0.6, 1.0):
    _, u_ode, _ = radial_solution(k_test, r_end=3.0)
    assert abs(wave_integral(3.0, k_test) - u_ode) < 1e-6

# Thermal law using only numerically integrated waves
theta_test = 4.0
nodes, weights = np.polynomial.laguerre.laggauss(8)
wave_factors = np.array([contact_numeric(np.sqrt(x/theta_test)) for x in nodes])
wave_average = 2/np.sqrt(np.pi)*np.sum(weights*np.sqrt(nodes)*wave_factors)
wave_law = 4*np.sqrt(np.pi*theta_test)
assert abs(wave_average/wave_law - 1) < 1e-3

# Bounds, saddle estimate, and energy-dependent short-range rate
for theta in (1e-3, 0.03, 0.3, 1.0, 4.0):
    lower = 4*np.sqrt(np.pi*theta)
    assert lower < thermal_average(theta) < 1 + lower
saddle_x = (np.pi**2*20)**(1/3)
saddle_excess = np.sqrt(4*np.pi*saddle_x/3)*np.exp(-3*saddle_x)
assert abs(saddle_excess/relative_excess(20.0) - 1) < 0.04
assert abs(thermal_average(10, 0.3)*1.3/(4*np.sqrt(10*np.pi)) - 1) < 1e-4

# A short-range attraction must lose the 1/k growth; the Coulomb tail keeps it
short_ratio = contact_numeric(0.1, screening=0.5)/contact_numeric(0.05, screening=0.5)
coulomb_ratio = contact_numeric(0.4)/contact_numeric(0.2)
assert short_ratio > 0.8
assert abs(coulomb_ratio - 0.5) < 1e-3

# Silicon example: rough material values and round model choices
charge = 1
permittivity = 11.7
oxide_permittivity = 3.9
mass_long, mass_trans = 0.92, 0.19
mass_ratio = (mass_long*mass_trans**2)**(1/3)
c0_cm3 = 1e-8
trap_density_cm3 = 1e12
carrier_density_cm3 = 1e12
depth_nm = 200.0
trap_radius_nm = 0.3
phonon_eV = 0.050
huang_rhys = 5.0
quanta = 10
deformation_eV = 9.0
density_g_cm3 = 2.33
sound_cm_s = 9e5
valleys = 6

hbar, kB, qe = const.hbar, const.k, const.e
mass = mass_ratio*const.m_e
coulomb = qe**2/(4*np.pi*const.epsilon_0*permittivity)
bohr = hbar**2/(mass*coulomb)
rydberg = mass*coulomb**2/(2*hbar**2)
bohr_nm = bohr*1e9

# Phonon factor from explicit displaced-oscillator overlaps
size = 100
lowering = np.diag(np.sqrt(np.arange(1, size)), 1)
displacement = expm(np.sqrt(huang_rhys)*(lowering.T - lowering))
overlaps = np.array([displacement[n + quanta, n]**2 for n in range(40)])


def phonon_factor(T):
    q = np.exp(-phonon_eV*qe/(kB*T))
    return np.sum((1 - q)*q**np.arange(40)*overlaps)/overlaps[0]


activation = (quanta + 1 - huang_rhys)**2/(quanta + 1) - 1
boltzmann_60 = np.exp(-phonon_eV*qe/(kB*60))
assert abs((phonon_factor(60) - 1)/(boltzmann_60*activation) - 1) < 0.01

# Logarithmic interpolation between neighbouring zero-temperature overlaps
next_overlap = displacement[quanta + 1, 0]**2
log_drop = -np.log(next_overlap/overlaps[0])
assert abs(log_drop - np.log((quanta + 1)/huang_rhys)) < 1e-8

# Acoustic energy-loss length, checked by integration over scattering angle
rho = density_g_cm3*1000
deformation = deformation_eV*qe
loss_length = np.pi*hbar**4*rho/(2*mass**3*deformation**2)
energy_test = kB*77
k_loss = np.sqrt(2*mass*energy_test)/hbar


def loss_at_angle(cosine):
    q_squared = 2*k_loss**2*(1 - cosine)
    final_states = mass*k_loss/(8*np.pi**3*hbar**2)
    coupling_times_energy = deformation**2*hbar**2*q_squared/(2*rho)
    return 2*np.pi*final_states*2*np.pi/hbar*coupling_times_energy


power = quad(loss_at_angle, -1, 1, epsabs=0)[0]
speed_test = hbar*k_loss/mass
assert abs(power*loss_length/(energy_test*speed_test) - 1) < 1e-8

print(f"Max contact-factor test error: {max(contact_errors):.1e}")
print(f"Wave-integrated <s>, theta=4: {wave_average:.4f}; law {wave_law:.4f}")
print(f"Short-range s(0.1/a)/s(0.05/a): {short_ratio:.3f}")
print(f"Coulomb s(0.4/a)/s(0.2/a): {coulomb_ratio:.3f}")
print(f"Z = {charge}; permittivity = {permittivity}; oxide {oxide_permittivity}")
print(f"Masses long, trans, mean: {mass_long}, {mass_trans}, {mass_ratio:.3f} m_e")
print(f"Effective Bohr radius: {bohr_nm:.3f} nm")
print(f"Effective Rydberg: {rydberg/qe*1000:.2f} meV = {rydberg/kB:.1f} K")
print(f"c0: {c0_cm3:.1e} cm^3/s; trap density: {trap_density_cm3:.1e} cm^-3")
print(f"Phonon: {phonon_eV*1000:.0f} meV; S = {huang_rhys:.0f}; p = {quanta}")
print(f"Phonon activation coefficient: {activation:.3f}")
print(f"Log rate drop per phonon energy: {log_drop:.3f}")

contact_values, full_values = {}, {}
for T in (20, 40, 77, 300):
    thermal = kB*T
    theta = charge**2*rydberg/thermal
    average = thermal_average(theta)
    law = charge*coulomb/hbar*np.sqrt(8*np.pi*mass/thermal)
    excess = relative_excess(theta)
    assert abs(average/law - 1 - excess) < 1e-7
    gamma = log_drop*thermal/(phonon_eV*qe)
    energy_factor = thermal_average(theta, gamma)/average
    phonons = phonon_factor(T)
    capture = c0_cm3*average
    full = capture*energy_factor*phonons
    mean_speed = np.sqrt(8*thermal/(np.pi*mass))*100
    cross_section = capture/mean_speed
    radius_cm = charge*coulomb/thermal*100
    cascade = 4*np.pi*radius_cm**3/(3*loss_length*100)
    contact_values[T], full_values[T] = average, full
    print(f"T={T} K: kT={thermal/qe*1000:.3f} meV; theta={theta:.3f}")
    print(f"  <s>={average:.3f}; law={law:.3f}; excess={excess:.2e}")
    print(f"  c={capture:.3e} cm^3/s; sigma={cross_section:.3e} cm^2")
    print(f"  capture time={1e6/(capture*trap_density_cm3):.3f} us; <v>={mean_speed:.3e} cm/s")
    print(f"  phonon factor={phonons:.5f}; energy factor={energy_factor:.4f}")
    print(f"  corrected c={full:.3e} cm^3/s; rough cascade={cascade:.1e} cm^2")

contact_slope = np.log(contact_values[40]/contact_values[20])/np.log(2)
full_slope = np.log(full_values[40]/full_values[20])/np.log(2)
assert abs(contact_slope + 0.5) < 1e-4
print(f"Log slope 20-40 K: contact {contact_slope:.5f}; corrected {full_slope:.4f}")

# Sizes of neglected effects at 20 K, with 77 K used for comparison
cold = kB*20
k_cold = np.sqrt(cold/rydberg)
k_warm = np.sqrt(kB*77/rydberg)
trap_radius = trap_radius_nm/bohr_nm
finite_cold = (wave_integral(trap_radius, k_cold)/trap_radius)**2
finite_warm = (wave_integral(trap_radius, k_warm)/trap_radius)**2
assert abs(finite_warm/finite_cold - 1) < 0.01
debye = np.sqrt(cold/(4*np.pi*carrier_density_cm3*1e6*coulomb))
screened_ratio = contact_numeric(k_cold, screening=debye/bohr)/contact_numeric(k_cold)
wavelength = np.sqrt(2*np.pi*hbar**2/(mass*cold))
occupancy = carrier_density_cm3*1e6*wavelength**3/(2*valleys)
image_strength = (permittivity - oxide_permittivity)/(permittivity + oxide_permittivity)
# Attraction to the centre's image (1/2d) minus self-image repulsion (1/4d)
image_energy = image_strength*coulomb*(charge/2 - 1/4)/(depth_nm*1e-9)
field_cold = cold**2/(4*charge*coulomb*qe)/100
field_warm = (kB*77)**2/(4*charge*coulomb*qe)/100
unitarity = 2*charge*mass*c0_cm3*1e-6/(hbar*bohr)
max_phonon = 2*sound_cm_s/100*np.sqrt(2*mass*cold)

print(f"Trap radius: {trap_radius_nm} nm; density ratio at radius to centre:")
print(f"  20 K: {finite_cold:.4f}; 77 K: {finite_warm:.4f}")
print(f"Mass-span factors on <s>: {np.sqrt(mass_trans/mass_ratio):.3f} to {np.sqrt(mass_long/mass_ratio):.3f}")
print(f"Carrier density: {carrier_density_cm3:.1e} cm^-3")
print(f"20 K Debye length: {debye*1e9:.1f} nm")
print(f"20 K screened/unscreened s: {screened_ratio:.4f}")
print(f"20 K band-edge occupancy: {occupancy:.2e}")
print(f"Oxide distance: {depth_nm:.0f} nm; net image attraction: {image_energy/qe*1000:.4f} meV")
print(f"Image attraction/kT at 20 K: {image_energy/cold:.4f}")
print(f"Field for barrier lowering kT: 20 K {field_cold:.1f}, 77 K {field_warm:.1f} V/cm")
print(f"Cross-section / s-wave unitarity limit: {unitarity:.4f}")
print(f"Deformation potential: {deformation_eV} eV; mass density: {density_g_cm3} g/cm^3")
print(f"Acoustic energy-loss length: {loss_length*1e6:.2f} um")
print(f"Sound speed: {sound_cm_s:.1e} cm/s; max phonon/kT at 20 K: {max_phonon/cold:.3f}")
print("success")
```

Running it gives:

```
Max contact-factor test error: 7.6e-07
Wave-integrated <s>, theta=4: 14.1817; law 14.1796
Short-range s(0.1/a)/s(0.05/a): 0.982
Coulomb s(0.4/a)/s(0.2/a): 0.500
Z = 1; permittivity = 11.7; oxide 3.9
Masses long, trans, mean: 0.92, 0.19, 0.321 m_e
Effective Bohr radius: 1.926 nm
Effective Rydberg: 31.95 meV = 370.7 K
c0: 1.0e-08 cm^3/s; trap density: 1.0e+12 cm^-3
Phonon: 50 meV; S = 5; p = 10
Phonon activation coefficient: 2.273
Log rate drop per phonon energy: 0.788
T=20 K: kT=1.723 meV; theta=18.537
  <s>=30.525; law=30.525; excess=2.00e-07
  c=3.053e-07 cm^3/s; sigma=6.229e-14 cm^2
  capture time=3.276 us; <v>=4.900e+06 cm/s
  phonon factor=1.00000; energy factor=0.9735
  corrected c=2.972e-07 cm^3/s; rough cascade=1.8e-12 cm^2
T=40 K: kT=3.447 meV; theta=9.269
  <s>=21.585; law=21.585; excess=6.03e-06
  c=2.158e-07 cm^3/s; sigma=3.115e-14 cm^2
  capture time=4.633 us; <v>=6.930e+06 cm/s
  phonon factor=1.00000; energy factor=0.9484
  corrected c=2.047e-07 cm^3/s; rough cascade=2.2e-13 cm^2
T=77 K: kT=6.635 meV; theta=4.815
  <s>=15.558; law=15.557; excess=7.73e-05
  c=1.556e-07 cm^3/s; sigma=1.618e-14 cm^2
  capture time=6.427 us; <v>=9.615e+06 cm/s
  phonon factor=1.00121; energy factor=0.9053
  corrected c=1.410e-07 cm^3/s; rough cascade=3.1e-14 cm^2
T=300 K: kT=25.852 meV; theta=1.236
  <s>=7.908; law=7.882; excess=3.37e-03
  c=7.908e-08 cm^3/s; sigma=4.167e-15 cm^2
  capture time=12.645 us; <v>=1.898e+07 cm/s
  phonon factor=1.36674; energy factor=0.7091
  corrected c=7.664e-08 cm^3/s; rough cascade=5.2e-16 cm^2
Log slope 20-40 K: contact -0.49999; corrected -0.5377
Trap radius: 0.3 nm; density ratio at radius to centre:
  20 K: 0.7258; 77 K: 0.7248
Mass-span factors on <s>: 0.769 to 1.692
Carrier density: 1.0e+12 cm^-3
20 K Debye length: 1055.6 nm
20 K screened/unscreened s: 1.0000
20 K band-edge occupancy: 2.12e-06
Oxide distance: 200 nm; net image attraction: 0.0769 meV
Image attraction/kT at 20 K: 0.0446
Field for barrier lowering kT: 20 K 60.3, 77 K 894.3 V/cm
Cross-section / s-wave unitarity limit: 0.0288
Deformation potential: 9.0 eV; mass density: 2.33 g/cm^3
Acoustic energy-loss length: 8.67 um
Sound speed: 9.0e+05 cm/s; max phonon/kT at 20 K: 0.829
success
```
